# Root-mean-square electron-beam broadening in resist: the three-halves power law

## What goes wrong with a straight cone

Suppose that scattering blurs a narrow electron beam by 4.06 nm after 250 nm of resist, and that the blur after 1000 nm is wanted. Treating the beam as a cone of fixed opening angle gives four times as much, 16.2 nm. Treating its sideways position as an ordinary random walk gives twice as much, 8.1 nm. For the model layer worked out below, the root-mean-square (rms) radius is 32.5 nm.

Both guesses misplace the randomness. A collision changes the electron's direction, and the changed direction then moves the electron sideways through all the remaining depth. Direction performs the random walk; position is its integral.

## Setting and assumptions

The beam enters a uniform layer at depth $z=0$, travelling along $+z$, with zero width and zero divergence. The transverse position is $\mathbf r=(x,y)$ and the transverse slope is

$$
\boldsymbol\theta=\frac{d\mathbf r}{dz}.
$$

For small angles, $|\boldsymbol\theta|$ is the angle to the $z$ axis in radians, and successive deflections add as two-component vectors. The assumptions are:

1. Collisions form a Poisson process in depth, with constant mean number $\nu$ per unit depth.
2. Each collision adds a kick $\boldsymbol\delta$ to the slope. Its azimuth is random, so $\langle\boldsymbol\delta\rangle=0$, and $\langle\delta^2\rangle$ is finite.
3. Kicks are independent of one another and of the collision depths.
4. Energy loss is negligible, so the kick distribution does not change with depth.

The scattering power is the mean-square slope gained per unit depth,

$$
T=\nu\langle\delta^2\rangle .
$$

It refers to the full two-component slope; one Cartesian component gains $T/2$. The claim is

$$
\boxed{\langle r^2\rangle=\frac{Tt^3}{3},\qquad
r_{\rm rms}=\sqrt{\frac T3}\;t^{3/2}}
$$

at depth $t$. Neither a Gaussian profile nor a large number of collisions is assumed.

## From kicks to displacement

Let kick $\boldsymbol\delta_i$ occur at depth $z_i$. It adds nothing to the position at $z_i$, but it changes the slope over the remaining distance $t-z_i$. Hence

$$
\boldsymbol\theta(t)=\sum_i\boldsymbol\delta_i,\qquad
\mathbf r(t)=\sum_i(t-z_i)\boldsymbol\delta_i .
$$

The factor $t-z_i$ is the lever arm of the kick. Squaring the displacement gives

$$
r^2=\sum_i(t-z_i)^2\delta_i^2+
\sum_{i\ne j}(t-z_i)(t-z_j)\,\boldsymbol\delta_i\cdot\boldsymbol\delta_j .
$$

For different kicks, independence gives $\langle\boldsymbol\delta_i\cdot\boldsymbol\delta_j\rangle=\langle\boldsymbol\delta_i\rangle\cdot\langle\boldsymbol\delta_j\rangle=0$. The second sum therefore averages to zero.

In the first sum, a slice of thickness $dz$ contains on average $\nu\,dz$ collisions. It contributes $(t-z)^2\nu\langle\delta^2\rangle dz=(t-z)^2T\,dz$. Adding the slices and substituting $s=t-z$,

$$
\langle r^2\rangle=T\int_0^t(t-z)^2dz
=T\int_0^t s^2ds=\frac{Tt^3}{3}.
$$

By symmetry $\langle x^2\rangle=\langle y^2\rangle=Tt^3/6$. A one-axis rms width is thus smaller than the radial rms by a factor of $\sqrt2$. A full width at half maximum is a different measure, to which this factor does not apply.

The same cancellation of cross terms gives

$$
\langle\theta^2\rangle=T\int_0^tdz=Tt,
\qquad
\langle\mathbf r\cdot\boldsymbol\theta\rangle
=T\int_0^t(t-z)dz=\frac{Tt^2}{2}.
$$

The positive mixed moment says that electrons found far from the axis tend to be still moving outward.

## Where the three powers come from

The total kick variance supplies one power of $t$, and the squared lever arm supplies two. Two comparisons separate these roles.

If the same total variance $Tt$ were applied at the entrance, each kick would have lever arm $t$, giving $\langle r^2\rangle=(Tt)t^2=Tt^3$. The exponent is unchanged, but the rms radius is larger by $\sqrt3$. Spreading the kicks through depth sets the factor $1/3$.

If instead a thin scatterer of fixed variance $\Theta^2$ sits at the entrance, then $\langle r^2\rangle=\Theta^2t^2$ and $r_{\rm rms}\propto t$. This is the cone. It fails for a scattering layer because a thicker layer also scatters more.

The result above is the radius at depth $t$. If every depth of the layer is weighted equally, the mean square is

$$
\frac1t\int_0^t\frac{Tz^3}{3}dz
=\frac{T}{3t}\,\frac{t^4}{4}=\frac{Tt^3}{12}.
$$

Its square root is half the exit radius, with the same exponent.

## What correlation would change

To see what independence contributes, replace the independent kicks by a continuous random slope change per unit depth, $\mathbf g(z)$, with zero mean and

$$
\langle\mathbf g(z)\cdot\mathbf g(z')\rangle
=\frac{T}{2\ell}e^{-|z-z'|/\ell}.
$$

The length $\ell$ measures how long a deflection remembers its direction. The prefactor makes the integral over all $z'$ equal to $T$. With $s=t-z$ and $s'=t-z'$, and using the symmetry between them,

$$
\langle r^2\rangle=\frac T\ell\int_0^t s\,ds
\int_0^s s'e^{-(s-s')/\ell}ds'.
$$

Integration by parts gives $\ell s-\ell^2(1-e^{-s/\ell})$ for the inner integral. Therefore

$$
\langle r^2\rangle
=T\int_0^t\left(s^2-\ell s+\ell s e^{-s/\ell}\right)ds
$$

$$
=T\left[\frac{t^3}{3}-\frac{\ell t^2}{2}+\ell^3
-\ell^2(t+\ell)e^{-t/\ell}\right].
$$

For $t\gg\ell$ the first term dominates and the three-halves law returns, with relative correction $-3\ell/(2t)$ to the mean square. For $t\ll\ell$ it is easier to set the exponential in the original correlation to one:

$$
\langle r^2\rangle\simeq\frac{T}{2\ell}
\left(\int_0^t s\,ds\right)^2=\frac{Tt^4}{8\ell}.
$$

Then $r_{\rm rms}\propto t^2$. A discretized double integral gives local rms exponents of 1.999 at $t/\ell=0.01$ and 1.508 at $t/\ell=100$. For this exponential correlation and constant $T$, the law holds when the correlation length is short compared with the thickness.

## The scattering power of a screened atom

The exponent does not depend on the details of one collision, but the coefficient does. Take the potential energy of an electron near an atom to be

$$
V(R)=-\frac{Z e^{-\mu R}}{R},
$$

where $R$ is the distance from the nucleus and $1/\mu$ is the screening length. Hartree atomic units are used for the collision. The electron has momentum $p$ and Lorentz factor $\gamma$. In first Born approximation, without spin corrections, the amplitude at momentum transfer $q$ is

$$
f=-\frac{\gamma}{2\pi}\int V e^{-i\mathbf q\cdot\mathbf R}d^3R .
$$

The angular integral of the exponential is $4\pi\sin(qR)/(qR)$, so

$$
f=\frac{2\gamma Z}{q}\int_0^\infty e^{-\mu R}\sin(qR)\,dR
=\frac{2\gamma Z}{q^2+\mu^2},
$$

because the radial integral equals $q/(q^2+\mu^2)$.

At small angle $q\simeq p\theta$. Write $u=\theta^2$ and $u_0=\theta_0^2$, with $\theta_0=\mu/p$. The solid angle is $2\pi\theta\,d\theta=\pi\,du$, and the cross section becomes

$$
d\sigma=|f|^2\pi\,du=\frac{A\,du}{(u+u_0)^2},
\qquad A=\frac{4\pi Z^2\gamma^2}{p^4}.
$$

For $n$ atoms per unit volume, $T=n\int u\,d\sigma$. At large $u$ this small-angle integrand falls as $1/u$, so the integral grows logarithmically with its upper limit. The value of $T$ thus depends on the largest retained single deflection $\theta_m$, which must be stated. With $u_m=\theta_m^2$ and $u=(u+u_0)-u_0$,

$$
\int_0^{u_m}\frac{u\,du}{(u+u_0)^2}
=\left[\ln(u+u_0)+\frac{u_0}{u+u_0}\right]_0^{u_m},
$$

$$
T=nAL,\qquad
L=\ln\left(1+\frac{u_m}{u_0}\right)-\frac{u_m}{u_m+u_0}.
$$

The boxed law now describes electrons that have suffered no single deflection above $\theta_m$. This selection does not spoil independence. If the mean number of collisions is $N$ and each is soft with probability $w$, the probability of $a$ soft and $b$ hard ones is

$$
e^{-N}\frac{N^{a+b}}{(a+b)!}\,\frac{(a+b)!}{a!\,b!}w^a(1-w)^b
=\frac{e^{-Nw}(Nw)^a}{a!}\,
\frac{e^{-N(1-w)}[N(1-w)]^b}{b!}.
$$

The product form shows that requiring $b=0$ leaves the soft collisions a Poisson process. Electrons with a hard collision form a broader distribution. It still overlaps the soft one, because a hard kick near the exit has a short lever arm.

## Worked example

The model resist has one atomic species with $Z=6$, density 50 nm$^{-3}$ and $\mu=Z^{1/3}=1.817$ bohr$^{-1}$. These are chosen parameters, not those of a named material. The beam energy is 100 keV, $\theta_m=0.1$ rad, and the thickness is 500 nm.

The numbers shown below are rounded, but each step uses the unrounded values. At this energy $\gamma=1.1957$ and $p=89.83$ atomic units. The screening angle is $\theta_0=1.817/89.83=0.02023$ rad, and

$$
A=\frac{4\pi(6)^2(1.1957)^2}{(89.83)^4}
=9.93\times10^{-6}\ \text{bohr}^2 .
$$

Since $u_m/u_0=(0.1/0.02023)^2=24.4$,

$$
L=\ln(25.4)-\frac{24.4}{25.4}=2.28 .
$$

With 1 bohr $=0.05292$ nm, the scattering power is

$$
T=50\,(9.93\times10^{-6})(0.05292)^2(2.28)
=3.16\times10^{-6}\ \text{rad}^2/\text{nm}.
$$

The radius follows:

$$
\langle r^2\rangle=\frac{(3.165\times10^{-6})(500)^3}{3}
=131.9\ \text{nm}^2,\qquad r_{\rm rms}=11.5\ \text{nm}.
$$

This is 217 bohr. The one-axis rms is 8.12 nm, and the rms slope is $\sqrt{Tt}=0.0398$ rad.

A simulation of 400,000 electrons tests the law with exponential free paths and full three-dimensional rotations, without using the lever-arm formula.

| Depth (nm) | Formula rms (nm) | Simulated rms (nm) | Simulated median (nm) |
|---:|---:|---:|---:|
| 125 | 1.435 | 1.444 | 0 |
| 250 | 4.060 | 4.078 | 0.487 |
| 500 | 11.48 | 11.53 | 4.98 |
| 1000 | 32.48 | 32.61 | 19.59 |

The fitted rms exponent is 1.499. The simulated radii exceed the formula by 0.4 to 0.6 percent of the formula value. Sampling error contributes, and the four depths share the same electrons, so their deviations are not independent. Finite angles should also contribute with this sign, since $\tan\theta>\theta$ and an inclined path is longer; the two causes were not separated.

## Why the median behaves differently

The soft-collision rate is $n\sigma=n\int_0^{u_m}d\sigma$, or

$$
n\sigma=nA\left(\frac1{u_0}-\frac1{u_m+u_0}\right)
=\frac{nA\,u_m}{u_0(u_m+u_0)} .
$$

Its inverse is a mean free path of 306 nm. At 500 nm the mean number of soft collisions is only $500/306=1.63$, and a fraction $e^{-1.63}=0.195$ of the selected electrons is undeflected. At 125 nm the simulated undeflected fraction is 0.664. More than half the electrons are still on the axis, so the median radius is zero although the rms radius is not. This exact zero belongs to the elastic-only model. In a real light-element layer, inelastic collisions are more frequent than elastic ones and give most electrons a small deflection within this depth.

The fourth moment measures this departure from a Gaussian. Put $\mathbf a_i=(t-z_i)\boldsymbol\delta_i$. In the average of $r^4$, any term containing some kick an odd number of times vanishes by its random azimuth. The remaining terms are

$$
\langle r^4\rangle=
\left\langle\sum_i a_i^4\right\rangle+
\left\langle\sum_{i\ne j}\left[a_i^2a_j^2
+2(\mathbf a_i\cdot\mathbf a_j)^2\right]\right\rangle .
$$

Averaging the squared cosine gives $(\mathbf a_i\cdot\mathbf a_j)^2\to a_i^2a_j^2/2$, so the bracket becomes $2a_i^2a_j^2$. Different slices of a Poisson process are independent, and the sum over distinct pairs gives $2\langle r^2\rangle^2$. With $K_4=n\int\theta^4d\sigma$, the first sum gives $K_4\int_0^t(t-z)^4dz=K_4t^5/5$. Dividing by $\langle r^2\rangle^2=T^2t^6/9$,

$$
\frac{\langle r^4\rangle}{\langle r^2\rangle^2}
=2+\frac{9K_4}{5T^2t}.
$$

A two-dimensional Gaussian has the value 2. For the cross section above, writing $u^2/(u+u_0)^2=1-2u_0/(u+u_0)+u_0^2/(u+u_0)^2$ and integrating term by term gives

$$
K_4=nA\left[u_m-2u_0\ln\left(1+\frac{u_m}{u_0}\right)
+\frac{u_0u_m}{u_m+u_0}\right].
$$

Here $K_4=1.077\times10^{-8}$ rad$^4$/nm. The predicted ratio is 5.87 at 500 nm and 3.94 at 1000 nm; the simulation gives 5.98 and 3.99. The profile is still far from Gaussian, yet its second moment follows the law.

If the profile kept its shape, its median would be a fixed fraction of its rms radius and would share its exponent. Instead the simulated median rises from 0.43 to 0.60 of the simulated rms between 500 and 1000 nm, and its exponent over that interval is 1.98. For a Gaussian, the fraction inside radius $r$ is $1-e^{-r^2/\langle r^2\rangle}$, which puts the median at $\sqrt{\ln2}=0.83$ of the rms. A core width measured at one thickness should therefore not be scaled by $t^{3/2}$ in this regime.

## Cutoff, entrance beam and energy loss

In the example, 6.5 percent of all electrons suffer at least one hard deflection within 500 nm and are excluded from the quoted radius. In the small-angle formula, doubling $\theta_m$ to 0.2 rad raises that radius from 11.5 to 14.4 nm. Any quoted rms must come with its cutoff, and the cutoff must stay fixed when thicknesses are compared.

A real beam also has an entrance position $\mathbf r_0$ and an initial slope $\boldsymbol\alpha$, so that $\mathbf r=\mathbf r_0+t\boldsymbol\alpha+\mathbf r_{\rm sc}$. If the three contributions are independent with zero means, their cross terms vanish:

$$
\langle r^2\rangle=\langle r_0^2\rangle
+\langle\alpha^2\rangle t^2+\frac{Tt^3}{3}.
$$

For a 10 nm rms spot and a 10 mrad rms slope at 500 nm, this is $100+25+131.9=256.9$ nm$^2$, or 16.0 nm. The simulation gives 16.1 nm. The total width does not follow a single power; the three-halves law belongs to the scattering part, which is found by subtracting mean squares, not widths.

Energy loss makes $T$ rise slowly with depth. For $T(z)=T(0)(1+\kappa z)$, the extra term needs

$$
\int_0^t z(t-z)^2dz
=\frac{t^4}{2}-\frac{2t^4}{3}+\frac{t^4}{4}=\frac{t^4}{12}.
$$

Relative to $t^3/3$, the mean square increases by $\kappa t/4$. A chosen loss of 0.5 eV/nm gives $\kappa=7.05\times10^{-6}$ nm$^{-1}$, hence an increase of 0.088 percent at 500 nm. Constant $T$ is a good approximation here. When much of the energy is lost in the layer, $T(z)$ should be kept inside the depth integral.

## Range of use

The small-angle treatment requires both $\theta_m\ll1$ and $Tt\ll1$; here $\theta_m=0.1$ and, at 500 nm, $Tt=0.0016$. It fails when electrons turn through large angles or return from the substrate. The model also leaves out deflection by inelastic collisions, which for atoms as light as $Z=6$ is not a small term (it scales as $Z$ against $Z^2$ and can add tens of percent to $T$), as well as transport by secondary electrons and resist chemistry, so 11.5 nm is the elastic rms radius of those model electrons that suffer no single deflection above 0.1 rad, not a predicted linewidth.

Within this range, doubling the thickness multiplies the rms scattering radius by $2^{3/2}=2.83$. Halving that rms radius at fixed energy and cutoff requires reducing the thickness to $2^{-2/3}=0.63$ of its value. The median radius in the worked example does not follow these factors. The numerical output below gives the remaining values.

## Table of computed values

```
Atomic number Z: 6
Atom density: 50.0 nm^-3
Beam energy: 100.0 keV
Largest single deflection: 0.100 rad
Main thickness: 500.0 nm
Lorentz factor: 1.19570
Momentum p: 89.8278 a.u.
Inverse screening length mu: 1.81712 bohr^-1
Screening angle: 0.020229 rad
Cross-section strength A: 9.933689e-06 bohr^2
Logarithmic factor L: 2.27553
Scattering power T: 3.164940e-06 rad^2/nm
T by full-angle quadrature: 3.164767e-06 rad^2/nm
Fourth kick moment K4: 1.077155e-08 rad^4/nm
Soft-collision mean free path: 306.264 nm
Mean soft collisions at main thickness: 1.6326
Hard-deflection probability: 0.06451
Simulated electrons: 400000
Depth 125 nm: formula rms 1.4354 nm
  simulated rms 1.4436 nm
  simulated median 0.0000 nm
  unscattered fraction 0.66436
  fourth-moment ratio: formula 17.485, simulation 17.655
Depth 250 nm: formula rms 4.0601 nm
  simulated rms 4.0783 nm
  simulated median 0.4868 nm
  unscattered fraction 0.44166
  fourth-moment ratio: formula 9.742, simulation 9.906
Depth 500 nm: formula rms 11.4836 nm
  simulated rms 11.5316 nm
  simulated median 4.9775 nm
  unscattered fraction 0.19531
  fourth-moment ratio: formula 5.871, simulation 5.979
Depth 1000 nm: formula rms 32.4805 nm
  simulated rms 32.6094 nm
  simulated median 19.5878 nm
  unscattered fraction 0.03895
  fourth-moment ratio: formula 3.936, simulation 3.988
Main rms radius: 217.008 bohr
Main one-axis rms: 8.1201 nm
Main rms slope: formula 0.03978 rad, simulation 0.03997 rad
Fitted rms exponent: 1.49922
Median exponent, 500 to 1000 nm: 1.9765
Entrance-plane/distributed radius: 1.7332
Correlated exponent at t/l=0.01: 1.99867
Correlated exponent at t/l=100: 1.50820
Radius with doubled angle cutoff: 14.4494 nm
Initial spot: 10.0 nm; rms slope: 10.0 mrad
Finite-beam rms: formula 16.0272 nm, simulation 16.0646 nm
Chosen energy loss: 0.50 eV/nm
Relative rise of T per depth, kappa: 7.04594e-06 nm^-1
Energy-loss change of mean square: 0.08818 percent
```
